\section*{Temperature shift of quantum-oscillation frequency from the energy-dependent cyclotron mass}

\section{Result}

A closed electron orbit of energy $E$ encloses the area $S(E)$ in $k$-space. Its oscillation frequency in $1/B$ and its cyclotron mass are
\begin{equation}
F(E)=\frac{\hbar S(E)}{2\pi e},\qquad
m(E)=\frac{\hbar^2}{2\pi}\frac{dS}{dE}=\hbar e\,\frac{dF}{dE},
\label{def}
\end{equation}
with $e>0$ and SI units. A prime on $m$ or $F$ denotes an energy derivative, and quantities without an argument are taken at the chemical potential $\mu$. Define
\begin{equation}
X=\frac{2\pi^2k_BT\,m}{\hbar eB},\qquad
\kappa=\frac{\pi k_BT\,m'}{m},\qquad
s=\frac{2X\kappa}{\pi}.
\end{equation}

\textbf{Theorem.} Consider a two-dimensional band with $m>0$ and sharp Landau levels $F(E_n)=(n+\gamma)B$, $n=0,1,\dots$, with constant $\gamma$. Let $F(E)$ be quadratic in $E$, let $\mu$ be fixed relative to the band, and let $|s|<1$. For $X\gg1$ and $(\mu-E_{\rm edge})/k_BT\gg X$, where $E_{\rm edge}$ is the band edge, the fundamental oscillation of the number of filled levels is
\begin{equation}
\frac{2X}{\pi}e^{-X}\sqrt{1+\kappa^2}\,
\sin\!\left[\frac{2\pi F_T}{B}-2\pi\gamma+\arctan\kappa\right],
\label{theorem}
\end{equation}
up to the exponentially small corrections bounded below, with
\begin{equation}
F_T=F(\mu)-\frac{\pi^2(k_BT)^2}{2\hbar e}\,\frac{dm}{dE}\bigg|_{\mu}.
\label{shift}
\end{equation}

In this level count a parabolic band has $m'=0$ and no shift; a linear band has $m'>0$ and its frequency falls as $T^2$. Other observables carry additional terms of relative order $1/X^2$, given after Lemma 3. The shift measures $m'$, however, and not linearity or topology as such: a gapped Dirac band also shifts. Spin splitting, magnetic breakdown and oscillations of $\mu$ are left out.

\section{From Landau levels to a thermal integral}

\textbf{Lemma 1.} With $\theta(E)=2\pi F(E)/B$ and $f(\epsilon)=[\exp(\epsilon/k_BT)+1]^{-1}$, the fundamental oscillation of $\sum_n f(E_n-\mu)$ is
\begin{equation}
\frac1\pi\,{\rm Im}\left[e^{-2\pi i\gamma}I\right],\qquad
I=\int w(\epsilon)\,e^{i\theta(\mu+\epsilon)}d\epsilon,\qquad
w(\epsilon)=-\frac{df}{d\epsilon}.
\label{I}
\end{equation}

\textbf{Proof.} Put $y=F(E)/B-\gamma$. The levels below $E$ are those with $0\le n\le y$, and there are $\lfloor y\rfloor+1$ of them. The Fourier series of the sawtooth gives
\begin{equation}
\lfloor y\rfloor+1=y+\frac12+\frac1\pi\sum_{r=1}^{\infty}\frac{\sin2\pi ry}{r}.
\end{equation}
Since $f(E_n-\mu)=\int_{E_n}^{\infty}w(E-\mu)\,dE$, the thermal sum is this staircase averaged with weight $w$. The term $r=1$ is (\ref{I}). The term $y+1/2$ gives a background linear in $1/B$. $\square$

The integral starts at the band edge. Extending it to $\epsilon=-\infty$ changes $I$ by at most $\exp[-(\mu-E_{\rm edge})/k_BT]$, because the phase factor has modulus one on the real axis. This must be small compared with $e^{-X}$, which explains the band-edge condition in the theorem. If $m'<0$, the quadratic form also has an upper end, where $m=0$. It lies $m/|m'|$ above $\mu$, which exceeds $2Xk_BT$ when $|s|<1$, so extending the integral beyond it changes $I$ by less than $e^{-2X}$.

\section{Proof of the theorem}

Integrating $F'=m/(\hbar e)$ with $m$ linear in energy gives
\begin{equation}
\theta(\mu+\epsilon)=\theta_0+a\epsilon+b\epsilon^2,\qquad
a=\frac{2\pi m}{\hbar eB},\qquad b=\frac{\pi m'}{\hbar eB}.
\label{quadratic}
\end{equation}
Hence $X=\pi k_BT\,a$ and $2b/a=m'/m$.

The weight $w=1/[4k_BT\cosh^2(\epsilon/2k_BT)]$ has period $2\pi ik_BT$. Near $\epsilon_0=i\pi k_BT$, write $\epsilon=\epsilon_0+\delta$. Then $\cosh(i\pi/2+\delta/2k_BT)=i\sinh(\delta/2k_BT)$, so
\begin{equation}
w=-\frac{1}{4k_BT\sinh^2(\delta/2k_BT)}
=-\frac{k_BT}{\delta^2}+\frac{1}{12k_BT}+\dots
\end{equation}
There is no $1/\delta$ term. The residue of $w\,e^{i\theta}$ is therefore $-k_BT$ times the derivative of $e^{i\theta}$. Raising the contour from the real axis to ${\rm Im}\,\epsilon=2\pi k_BT$ crosses this one pole. With $z=\mu+i\pi k_BT$,
\begin{align}
I&=2\pi i\,(-k_BT)\,i\theta'(z)e^{i\theta(z)}+J\nonumber\\
&=2\pi k_BT\,\theta'(z)e^{i\theta(z)}+J,
\label{pole}
\end{align}
where $J$ is the integral on the raised line.

To bound $J$, set $\epsilon=x+2\pi ik_BT$. There $w(\epsilon)=w(x)$ and ${\rm Im}(a\epsilon+b\epsilon^2)=2X+4\pi k_BTbx$. Since $4\pi(k_BT)^2b=s$,
\begin{equation}
|J|\le e^{-2X}\int_{-\infty}^{\infty}w(x)e^{-sx/k_BT}dx
=e^{-2X}\frac{\pi s}{\sin\pi s}.
\end{equation}
The vertical ends of the contour vanish for $|s|<1$, because $w$ then decays faster than the phase factor can grow.

At the pole,
\begin{align}
\theta(z)&=\theta_0+iX-b(\pi k_BT)^2,\\
\theta'(z)&=a+2i\pi k_BT\,b=a(1+i\kappa).
\end{align}
Insertion in (\ref{pole}) gives
\begin{equation}
I=2Xe^{-X}(1+i\kappa)\,
e^{i[\theta_0-b(\pi k_BT)^2]}+J.
\label{Iresult}
\end{equation}
The first term has modulus at least $2Xe^{-X}$, so $J$ is smaller by at least the factor $e^{-X}\pi s/(2X\sin\pi s)$. The thermal phase is
\begin{equation}
-b(\pi k_BT)^2=-\frac{\pi^3(k_BT)^2m'}{\hbar eB}
=\frac{2\pi}{B}\left[-\frac{\pi^2(k_BT)^2m'}{2\hbar e}\right].
\end{equation}
Being proportional to $1/B$, it changes the frequency by the bracket, which is (\ref{shift}). The factor $1+i\kappa$ gives the amplitude and the phase $\arctan\kappa$ in (\ref{theorem}). $\square$

\textbf{Remark (meaning).} The exponent contains $F(\mu+i\pi k_BT)$. Its imaginary part damps the oscillation and its real part sets the frequency. The effective energy displacement is imaginary, so its square is negative; this is why a mass that grows with energy lowers the frequency. If $F$ is not quadratic but is analytic near this pole, the leading pole term contains ${\rm Re}\,F(\mu+i\pi k_BT)$, and (\ref{shift}) is its $T^2$ term.

\textbf{Remark (following one zero).} Since $b(\pi k_BT)^2=\kappa X/2$, the total thermal phase for small $\kappa$ is $-\kappa(X-2)/2$. The part $+\kappa$ does not depend on $B$. It moves each zero of the oscillation without changing the frequency. Reading a frequency shift from the displacement of one zero from its zero-temperature position would therefore give a result too small by the fraction $2/X$, which is 20\% at $X=10$. Maxima are moved in addition by the field dependence of the amplitude. The slope of phase against $1/B$ avoids this error.

\section{What the shift distinguishes}

\textbf{Corollary.} The dimensionless number
\begin{equation}
\Theta=\frac{\hbar eF\,m'}{m^2}=\frac{FF''}{(F')^2}
\end{equation}
fixes the relative shift:
\begin{equation}
\frac{F_T-F}{F}=-\frac{\Theta}{2}
\left(\frac{\pi k_BT\,m}{\hbar eF}\right)^2.
\end{equation}

The proof is substitution of $m'=\Theta m^2/(\hbar eF)$ in (\ref{shift}). Both $F$ and $m$ can be obtained from oscillations, the latter from the thermal damping, so $\Theta$ can be found without knowing the position of the band edge.

For a parabolic band, $E=\hbar^2k^2/2m$ gives $S=\pi k^2=2\pi mE/\hbar^2$. Thus $m'=0$ and $\Theta=0$.

For a Dirac band, $E^2=\Delta^2+\hbar^2v^2k^2$, with half gap $\Delta$ and energy measured from midgap. Therefore
\begin{equation}
F=\frac{E^2-\Delta^2}{2\hbar ev^2},\qquad
m=\frac{E}{v^2},\qquad m'=\frac1{v^2},
\end{equation}
and
\begin{equation}
\Theta=\frac12\left(1-\frac{\Delta^2}{\mu^2}\right).
\end{equation}
The massless case has $\Theta=1/2$ and $(F_T-F)/F=-(\pi k_BT/\mu)^2$. A gap leaves the absolute shift unchanged at given $v$ and $T$, but lowers $\Theta$. As $\mu$ approaches the gap edge, $\Theta$ tends to the parabolic value. More generally, $S\propto E^p$ gives $\Theta=(p-1)/p$. For an isotropic band $k\propto\sqrt F$, and $d^2k/dE^2=0$ exactly when $\Theta=1/2$. A value near $1/2$ then indicates a locally linear dispersion; a nonzero absolute shift alone does not. For an anisotropic band this inference can fail. It survives when the orbits at different energies are scaled copies of one another, as for an elliptical or weakly tilted cone, but not in general. In a square-lattice cosine band, for example, $\Theta$ rises from zero at the bottom and diverges at the van Hove energy, so it passes $1/2$ without a Dirac cone. The shape of the orbit must therefore be known as well.

\section{Moderate temperature and other observables}

\textbf{Lemma 2.} To first order in $m'$, and for any $X>0$, the local frequency shift of the level count equals that in (\ref{shift}) multiplied by
\begin{equation}
C(X)=1+\frac4{\sinh^2X}-\frac{4X\cosh X}{\sinh^3X}.
\label{crossover}
\end{equation}

\textbf{Proof.} For $b=0$ the raised line in (\ref{pole}) reproduces the original integral times $e^{-2X}$. Apart from $e^{i\theta_0}$, the integral $R$ obeys $R(1-e^{-2X})=2Xe^{-X}$, or $R=X/\sinh X$. Expanding $e^{ib\epsilon^2}$ to first order, and using $\int w\,\epsilon^2e^{ia\epsilon}d\epsilon=-d^2R/da^2$, gives the phase $-b(\pi k_BT)^2G$ with $G=R^{-1}d^2R/dX^2$. Writing $S_h=\sinh X$ and $C_h=\cosh X$,
\begin{align}
\frac{dR}{dX}&=\frac1{S_h}-\frac{XC_h}{S_h^2},\\
\frac{d^2R}{dX^2}&=-\frac{2C_h}{S_h^2}-\frac X{S_h}+\frac{2XC_h^2}{S_h^3}
=-\frac{2C_h}{S_h^2}+\frac X{S_h}+\frac{2X}{S_h^3},
\end{align}
where the last step uses $C_h^2=1+S_h^2$. Division by $X/S_h$ yields
\begin{equation}
G=1+\frac2{S_h^2}-\frac{2C_h}{XS_h}.
\end{equation}
The phase is $-\kappa XG/2$. At fixed $T$, $\kappa$ is constant and $X\propto1/B$, so the local frequency, which is the slope of phase against $1/B$, contains $d(XG)/dX$. Differentiating $XG=X+2X/S_h^2-2C_h/S_h$ gives (\ref{crossover}). $\square$

For small $X$, the expansions $1/\sinh^2X=1/X^2-1/3+\dots$ and $\coth X/X=1/X^2+1/3+\dots$ give $G\to-1/3$, hence $C\to-1/3$. The shift then has the opposite sign: the phase is simply $b$ times the positive thermal mean $\langle\epsilon^2\rangle=\pi^2(k_BT)^2/3$. Numerical quadrature gives $C=-0.312$ at $X=0.2$, $0.920$ at $X=3$ and $0.997$ at $X=5$; the formula (\ref{crossover}) changes sign at $X=0.860$.

\textbf{Lemma 3.} If the oscillating quantity has an analytic, slowly varying amplitude $A(E)$, the leading term in (\ref{pole}) becomes
\begin{equation}
2\pi k_BT\,[A(z)\theta'(z)-iA'(z)]e^{i\theta(z)}.
\label{amplitude}
\end{equation}

\textbf{Proof.} The double pole now differentiates $Ae^{i\theta}$, whose derivative is $(A'+iA\theta')e^{i\theta}$. Multiplication by $-2\pi ik_BT$ gives the result. $\square$

The density of states has $A\propto m(E)$. The bracket in (\ref{amplitude}) is then proportional to $ma(1+i\kappa)^2-im'$. For small $\kappa$ its phase is $2\kappa-m'/(ma)=2\kappa-\kappa/X$. Added to $-\kappa X/2$ and differentiated with respect to $X$, this multiplies the local frequency shift by $1-2/X^2$. The large-$X$ law is unchanged, but at $X=10$ the local shift is 2\% smaller.

At moderate $X$ the difference grows. To first order in $m'$ the amplitude is $1+\epsilon m'/m$, and $\int w\,\epsilon\,e^{ia\epsilon}d\epsilon=-i\,dR/da$ adds the phase $\kappa(\coth X-1/X)$. Differentiating with respect to $X$ and dividing by $-\kappa/2$ gives, for the density of states,
\begin{equation}
C_g(X)=C(X)+\frac2{\sinh^2X}-\frac2{X^2},
\label{dosfactor}
\end{equation}
which is $0.717$ at $X=3$ and tends to $-1$ at small $X$.

The magnetization has such terms even when $m'=0$. For a two-dimensional parabolic band the oscillating grand potential is proportional to $B^2R(X)\cos(\theta_0-2\pi\gamma)$, and its field derivative carries the extra phase $(B/2\pi F)(1+X\coth X)$ when this is small. Relative to its zero-temperature value at the same field, the local frequency then rises by $F\,(\pi k_BTm/\hbar eF)^2\,(1/X^2-1/\sinh^2X)$. For equal $F$ and $m$ this is 40\% of the massless large-$X$ shift at $X=3$ and 4\% at $X=10$, with the opposite sign.

\section{Broadening and fixed density}

Let each level have a constant Lorentzian half-width $\Gamma=\hbar/2\tau$, where $\tau$ is the lifetime. To first order in $\Gamma$, the replacement $E\to E+i\Gamma$ in the phase gives the Dingle factor
\begin{equation}
e^{-\Gamma\theta'(E)}=\exp\left[-\frac{2\pi\Gamma m(E)}{\hbar eB}\right].
\end{equation}
At the thermal pole $m(z)=m+i\pi k_BTm'$. The imaginary part adds the phase $-2\pi^2k_BT\Gamma m'/(\hbar eB)$, and thus the frequency shift
\begin{equation}
\Delta F_\Gamma=-\frac{\pi k_BT\,\Gamma m'}{\hbar e}.
\end{equation}
This is linear in $T$. Its ratio to the quadratic term is $2\Gamma/(\pi k_BT)$, so a pure $T^2$ law requires this ratio to be small. If instead $\Gamma(E)m(E)$ is independent of energy, the damping factor is constant and the linear term is absent.

At fixed carrier density $\mu$ also moves. With density of states $g$, the Sommerfeld expansion requires
\begin{equation}
g\,\Delta\mu+\frac{\pi^2}{6}(k_BT)^2g'=0,\qquad
\Delta F_\mu=\frac{m\,\Delta\mu}{\hbar e}.
\label{density}
\end{equation}
If all carriers belong to the two-dimensional band considered, $g\propto m$, and therefore $\Delta F_\mu=-\pi^2(k_BT)^2m'/(6\hbar e)$. This is one third of the shift in (\ref{shift}), so the total is $4/3$ of its fixed-$\mu$ value at large $X$. At small $X$, where the fixed-$\mu$ shift of the level count is $+\pi^2(k_BT)^2m'/(6\hbar e)$, the two contributions cancel for the count; for the density of states, by (\ref{dosfactor}), they do not. These statements refer to the field-averaged $\mu$. At strictly fixed density in two dimensions the count itself does not oscillate and $\mu$ does, with amplitude about $2\pi k_BT/\sinh X$ when this is small. At 20 K and $X=3$ that is about 1 meV, some twenty times $|\Delta\mu|$ for the massless band below, so treating $\mu$ as independent of field is safe only at large $X$.

A three-dimensional parabolic band shows why this correction matters. Here $F(E,k_z)=F(E,0)-\hbar k_z^2/(2e)$, so integration over $k_z$ near the extremal orbit adds no energy dependence to the oscillation and there is no shift at fixed $\mu$. But $g\propto\sqrt E$ gives $\Delta\mu=-\pi^2(k_BT)^2/(12\mu)$. At fixed density the frequency falls as $T^2$ although $m'=0$. Equation (\ref{density}) must be used to remove this part before dispersions are compared.

\section{Three bands with one frequency}

Take round model parameters: $v=5\times10^5$ m/s; a massless band with $\mu=100$ meV; a gapped band with $\Delta=75$ meV and $\mu=125$ meV; and a parabolic band with $\mu=50$ meV and the mass of the massless band, $0.0704\,m_e$, where $m_e$ is the free-electron mass. All have $F(\mu)=30.385$ T: for the gapped band because $125^2-75^2=100^2$, and for the parabolic band because, at equal mass, half the chemical potential of the massless band gives the same $F$. Their low-temperature frequencies cannot tell them apart.

At 20 K, $k_BT=1.7235$ meV. For the massless band
\begin{align}
\frac{F_T-F}{F}&=-\left(\frac{\pi\times1.7235}{100}\right)^2=-0.002932,\\
F_T-F&=-0.002932\times30.385\ {\rm T}=-0.0891\ {\rm T}.
\end{align}
For comparison, the filled-level count was summed explicitly over Landau levels, its smooth background was subtracted, and frequencies were extracted from the zeros of the remainder between $X=8$ and $X=16$. For the massless band at 20 K this is the field range 2.58 to 1.29 T. The sums give $-0.0891$ T for both Dirac bands. At 10 K they give $-0.0223$ T, one quarter as much, as the $T^2$ law requires.

This window is chosen to test the large-$X$ law, not to imitate a measurement. By (\ref{theorem}) the amplitude, about $2Xe^{-X}/\pi$, falls from $1.7\times10^{-3}$ of a level at $X=8$ to $1.1\times10^{-6}$ at $X=16$. Measurements will usually need smaller $X$, where the correction depends on the observable. At $X=3$ the factor (\ref{crossover}) lowers the shift of the level count by 8\%, while (\ref{dosfactor}) lowers that of the density of states by 28\%.

The parabolic shift vanishes to the printed digits up to 20 K and is $4\times10^{-6}$ T at 25 K, more than four orders of magnitude below the Dirac shifts at that temperature.

The fitted $T^2$ coefficients give $\Theta=0.500$, $0.320$ and $0.000$ for the massless, gapped and parabolic bands. The two Dirac bands have equal absolute shifts, and it is the mass in $\Theta$ that separates them.

The density of states of the massless band gives an apparent shift of $-0.0877$ T at 20 K, 1.5\% smaller in magnitude than the level count. This agrees with the correction $2/X^2$, which runs from 3.1\% to 0.8\% across the window.

Broadening and fixed density change the shift more strongly. With $\Gamma=0.5$ meV, the ratio $2\Gamma/(\pi k_BT)$ is $0.1847$, and to first order in $\Gamma$ the massless shift becomes $-0.08908\times1.1847=-0.1055$ T. The second-order term $-\Gamma^2m'/(2\hbar e)$, which does not depend on temperature, adds $-0.0008$ T. At fixed density and without broadening, the total shift of the massless band is $-0.1188$ T. The three-dimensional parabolic band with $\mu=50$ meV has $\Delta\mu=-0.04895$ meV at fixed density, hence a shift of $30.385\times(-0.04895/50)=-0.02975$ T. That is one third of the massless signal at fixed $\mu$, from a band whose cyclotron mass does not depend on energy. The numerical output lists the remaining values.

\section*{Computed values}
\begin{verbatim}
Dirac velocity: 5.000e+05 m/s
common frequency F(mu): 30.3853 T
massless: mu = 100.0 meV, m = 0.07035 m_e
gapped: mu = 125.0 meV, m = 0.08794 m_e
parabolic: mu = 50.0 meV, m = 0.07035 m_e
gapped: half gap = 75.0 meV
frequency shifts from filled-level counts, fixed mu:
T = 10 K: massless -0.02227 T, gapped -0.02227 T, parabolic 0.000000 T
T = 15 K: massless -0.05011 T, gapped -0.05011 T, parabolic 0.000000 T
T = 20 K: massless -0.08908 T, gapped -0.08908 T, parabolic 0.000000 T
T = 25 K: massless -0.13919 T, gapped -0.13919 T, parabolic 0.000004 T
Dirac formula coefficient: -2.22695e-04 T/K^2
massless: fitted coefficient -2.22698e-04 T/K^2, Theta = 0.50001
gapped: fitted coefficient -2.22703e-04 T/K^2, Theta = 0.32001
parabolic: fitted coefficient 7.54539e-09 T/K^2, Theta = -0.00002
kT at 20 K: 1.72347 meV
massless formula shift at 20 K: -0.08908 T
massless relative shift at 20 K: -0.2932 percent
massless field window at 20 K: 1.292 to 2.584 T (X = 16 to 8)
massless: phase offset at 20 K = 0.05409 rad (modulo pi)
gapped: phase offset at 20 K = 0.04329 rad (modulo pi)
parabolic: phase offset at 20 K = -0.00000 rad (modulo pi)
massless apparent shift from density of states at 20 K: -0.08770 T
density-of-states local factor at X = 10: 0.9800
local frequency shift / large-X shift, constant amplitude:
X = 0.2: -0.3122
X = 1.0: 0.0934
X = 2.0: 0.6732
X = 3.0: 0.9197
X = 5.0: 0.9971
sign reversal at X = 0.8597
Gamma: 0.50 meV; Dingle temperature: 1.8469 K
massless shift with Gamma at 20 K: -0.10553 T
2D massless, fixed density, 20 K: delta mu = -0.04887 meV
its total frequency shift: -0.11877 T
its ratio to the fixed-mu shift: 1.3333
2D parabolic, fixed density, 20 K: delta mu = -4.72e-13 meV
3D parabolic, fixed density, 20 K: delta mu = -0.04895 meV
its frequency shift: -0.02975 T
\end{verbatim}
